# Brooks–Herring mobility limited by screened ionised impurities

## Problem

A semiconductor has a parabolic, isotropic band of effective mass \(m\) and dielectric constant \(\varepsilon\). It contains static impurities of charge number \(Z\) and density \(N\), at uncorrelated positions, and a fixed density \(n\) of non-degenerate carriers, which screen the impurities. Phonons and collisions between carriers are left out.

1. Find the momentum-transfer cross section in the first Born approximation.
2. Find the weak-field mobility \(\mu\).
3. Find how \(\mu\) depends on temperature. Evaluate it for \(m=0.05\), \(\varepsilon=12\), \(Z=1\), \(n=N=10^{15}\ \mathrm{cm^{-3}}\) between 100 and 300 K.

Hartree atomic units are used, and \(T\) stands for \(k_BT\). The numbers in part 3 are round model parameters, not those of a named material.

## First estimate by scaling

A carrier of energy \(E\) is strongly deflected if its undeflected path would pass the impurity within the distance \(r_c\) at which the Coulomb energy equals \(E\):

\[
\frac{Z}{\varepsilon r_c}\sim E,\qquad \sigma\sim\pi r_c^2=\frac{\pi Z^2}{\varepsilon^2E^2}.
\]

The scattering rate is \(N v\sigma\) with \(v=\sqrt{2E/m}\), so the relaxation time grows as \(E^{3/2}\). With \(E\sim T\),

\[
\mu\sim\frac{\tau}{m}\sim\frac{\varepsilon^2T^{3/2}}{Z^2N\sqrt m}.
\]

This estimate ignores the many weak deflections at distances beyond \(r_c\), and with them the screening.

## Exact solution within the Born model

**Screening.** Let \(U(r)\) be the potential energy of a carrier near one impurity, and let \(s=+1\) for repulsion and \(-1\) for attraction. Classical carriers have density \(ne^{-U/T}\), so to first order \(\delta n=-nU/T\). Poisson's equation, multiplied by the carrier charge \(\pm1\), reads

\[
\nabla^2U=-\frac{4\pi sZ}{\varepsilon}\delta(\mathbf r)-\frac{4\pi}{\varepsilon}\delta n
=-\frac{4\pi sZ}{\varepsilon}\delta(\mathbf r)+q_0^2U,\qquad q_0^2=\frac{4\pi n}{\varepsilon T}.
\]

In Fourier space \(\nabla^2\to-q^2\), hence

\[
\tilde U(q)=\frac{4\pi sZ}{\varepsilon(q^2+q_0^2)},\qquad U(r)=\frac{sZ}{\varepsilon r}e^{-q_0r}.
\]

**Cross section.** The Born amplitude is \(-m\tilde U/2\pi\), so

\[
\frac{d\sigma}{d\Omega}=\left(\frac{2mZ}{\varepsilon}\right)^2\frac{1}{(q^2+q_0^2)^2},\qquad q^2=2k^2(1-\cos\theta).
\]

The sign \(s\) has dropped out. For many impurities the intensity contains \(|\sum_j e^{i\mathbf q\cdot\mathbf R_j}|^2\). For uncorrelated positions and \(q\neq0\) the cross terms average to zero, which leaves the number of impurities. The rates therefore add, even if the screening clouds overlap.

**The weight \(1-\cos\theta\).** A weak field adds to the distribution a part proportional to \(\cos\alpha\), where \(\alpha\) is the angle between \(\mathbf k\) and the force. Elastic scattering through \((\theta,\varphi)\) connects \(\alpha\) to \(\alpha'\), with

\[
\cos\alpha'=\cos\alpha\cos\theta+\sin\alpha\sin\theta\cos\varphi .
\]

Scattering in minus scattering out is proportional to \(\cos\alpha'-\cos\alpha\). The last term vanishes on integration over \(\varphi\), so

\[
Nv\int d\Omega\,\frac{d\sigma}{d\Omega}(\cos\alpha'-\cos\alpha)=-Nv\,\sigma_{\rm tr}\cos\alpha,\qquad
\sigma_{\rm tr}=\int d\Omega\,\frac{d\sigma}{d\Omega}(1-\cos\theta).
\]

This part of the distribution decays at the rate \(1/\tau=Nv\sigma_{\rm tr}\).

**Angular integral.** Put \(u=1-\cos\theta\), so that \(d\Omega\to2\pi\,du\) and \(q^2=2k^2u\). Define \(a=q_0^2/2k^2\) and \(b=2/a=4k^2/q_0^2\). Then

\[
\sigma_{\rm tr}=2\pi\,\frac{4m^2Z^2}{\varepsilon^2}\,\frac{1}{4k^4}\int_0^2\frac{u\,du}{(u+a)^2}.
\]

Writing \(u=(u+a)-a\) in the numerator gives

\[
\int_0^2\frac{u\,du}{(u+a)^2}=\ln\frac{2+a}{a}+\frac{a}{2+a}-1=\ln(1+b)-\frac{b}{1+b}\equiv G(b),
\]

because \((2+a)/a=1+b\). With \(k^4=4m^2E^2\), the answer to part 1 is

\[
\boxed{\sigma_{\rm tr}=\frac{\pi Z^2}{2\varepsilon^2E^2}\,G(b),\qquad b=\frac{8mE}{q_0^2}}
\]

For \(a\ll u\) the integrand is \(1/u\), so equal ratios of \(u\) contribute equally, from large angles down to \(u\sim a\). There screening cuts the integral off. This is the origin of the logarithm.

**Relaxation time.** Inserting \(v=\sqrt{2E/m}\),

\[
\tau=\frac{1}{N}\sqrt{\frac{m}{2E}}\;\frac{2\varepsilon^2E^2}{\pi Z^2G}=\frac{\sqrt{2m}\,\varepsilon^2E^{3/2}}{\pi Z^2N\,G(b)} .
\]

**Mobility.** For a force \(F\) along \(z\), the steady linearised Boltzmann equation is \(F\,\partial f_0/\partial k_z=-f_1/\tau\). Since \(f_0\propto e^{-E/T}\), \(\partial f_0/\partial k_z=-v_zf_0/T\), and \(f_1=F\tau v_zf_0/T\). The drift velocity per unit force is

\[
\mu=\frac{\langle v_z^2\tau\rangle_0}{T}=\frac{\langle v^2\tau\rangle_0}{3T}=\frac{2\langle E\tau\rangle_0}{3mT},
\]

where \(\langle\cdot\rangle_0\) is the Maxwell–Boltzmann average. In \(x=E/T\) its weight is \(\sqrt x\,e^{-x}\), with norm \(\sqrt\pi/2\). Thus

\[
\mu=\frac{4}{3\sqrt\pi\,m}\int_0^\infty x^{3/2}e^{-x}\tau\,dx
=\frac{4\sqrt2\,\varepsilon^2T^{3/2}}{3\pi^{3/2}Z^2N\sqrt m}\int_0^\infty\frac{x^3e^{-x}}{G(b)}\,dx .
\]

Here \(b\) is proportional to \(x\). If \(b\) is large, \(G\) varies slowly, while \(x^3e^{-x}\) peaks at \(x=3\) and integrates to 6. Taking \(G\) at \(E=3T\) gives the Brooks–Herring formula, the answer to part 2:

\[
\boxed{\mu_{\rm BH}=\frac{8\sqrt2\,\varepsilon^2T^{3/2}}{\pi^{3/2}Z^2N\sqrt m\,G(b_3)},\qquad b_3=\frac{24mT}{q_0^2}=\frac{6m\varepsilon T^2}{\pi n}}
\]

In SI units, with absolute permittivity \(\varepsilon_s\), this is

\[
\mu_{\rm BH}=\frac{128\sqrt{2\pi}\,\varepsilon_s^2(k_BT)^{3/2}}{Z^2e^3\sqrt m\,N\,G(b_3)},\qquad b_3=\frac{24m\varepsilon_s(k_BT)^2}{\hbar^2e^2n}.
\]

**Temperature exponent.** From \(G'(b)=1/(1+b)-1/(1+b)^2=b/(1+b)^2\) and \(b_3\propto T^2\) at fixed \(n\),

\[
\boxed{\frac{d\ln\mu_{\rm BH}}{d\ln T}=\frac32-\frac{2b_3^2}{(1+b_3)^2G(b_3)}}
\]

For \(b_3\gg1\) this is about \(\tfrac32-2/(\ln b_3-1)\). The exponent lies below \(\tfrac32\) and approaches it only logarithmically: the cut-off \(a=q_0^2/2k^2\) of the logarithm falls as \(T^{-2}\), one power coming from the faster carriers (\(k^2\propto T\)) and one from the longer screening length (\(q_0^2\propto1/T\)), and both extend the integral to smaller angles.

For \(b_3\to0\), \(G\to b_3^2/2\) and the exponent tends to \(-\tfrac52\). This limit is formal. For \(Z=1\), \(b_3\ll1\) needs \(n\gg m\varepsilon T^2\), while non-degeneracy needs \(n\ll(mT)^{3/2}\). Together they require \(T\ll m/\varepsilon^2\), and there the coupling parameter \(\eta=mZ/(\varepsilon k)\) of thermal carriers, of order \(\sqrt m/(\varepsilon\sqrt T)\), is large. For \(k\ll q_0\) the Born approximation needs its amplitude \(2mZ/(\varepsilon q_0^2)\) to be small against the range \(1/q_0\), that is \(mZ/(\varepsilon q_0)\ll1\). But \((m/\varepsilon q_0)^2=m^2T/(4\pi\varepsilon n)\), and the non-degeneracy condition \(n\ll2(mT/2\pi)^{3/2}\) makes this much larger than \(\eta\), up to a factor of order one. The Born approximation therefore fails there.

**Numbers.** At 300 K, \(T=9.500\times10^{-4}\) hartree and \(n=N=1.482\times10^{-10}\ \mathrm{bohr^{-3}}\), so

\[
b_3=\frac{6(0.05)(12)(9.500\times10^{-4})^2}{\pi(1.482\times10^{-10})}\approx6980,\qquad G\approx8.85-1.00=7.85,
\]

\[
\mu_{\rm BH}=\frac{8\sqrt2\,(144)(9.500\times10^{-4})^{3/2}}{\pi^{3/2}(1.482\times10^{-10})\sqrt{0.05}\,(7.85)}\approx3.29\times10^7\ \text{a.u.}
\]

This is \(1.40\times10^6\ \mathrm{cm^2/(V\,s)}\). At 100 K, \(b_3\approx776\), \(G\approx5.66\) and \(\mu_{\rm BH}\approx3.74\times10^5\ \mathrm{cm^2/(V\,s)}\). The local exponent is 1.15 at 100 K and 1.25 at 300 K.

## Comparison

The estimate has the right dependence on \(Z\), \(\varepsilon\) and \(E\), apart from the logarithm. At equal energy the Born cross section is \(G/2\) times \(\pi r_c^2\). For \(E=3T\) this factor is 2.8 at 100 K and 3.9 at 300 K, so the neglected weak deflections dominate.

The growth of \(G\) also changes the temperature law. Between 100 and 300 K the estimate predicts a mobility ratio of \(3^{3/2}=5.20\), whereas

\[
\frac{\mu_{\rm BH}(300\ \mathrm K)}{\mu_{\rm BH}(100\ \mathrm K)}=5.196\times\frac{5.656}{7.851}\approx3.74 .
\]

An exponent of 1.4 would need \(b_3\approx1.3\times10^9\), at a temperature some 435 times 300 K, where the model has no meaning for a semiconductor.

The approximations made within this model can be judged separately:

- Taking \(G\) at \(E=3T\) is a small error: the full energy average lies 1.8% below \(\mu_{\rm BH}\) at 100 K and 1.5% below at 300 K.
- Classical statistics overestimates \(q_0^2\) by less than 1% at these temperatures.
- The Born approximation costs more than this for repulsive impurities, and about as much or less for attractive ones. A partial-wave solution for the same screened potential at \(E=3T\) gives the following ratios of \(\sigma_{\rm tr}\) to its Born value.

| | \(\eta\) | attractive | repulsive |
|---|---|---|---|
| 100 K | 0.43 | 0.98 | 0.89 |
| 300 K | 0.25 | 0.99 | 0.97 |

The exact cross section thus depends on the sign of the impurity charge, and the Born error is larger at the lower temperature. The numerical check also confirms the Born formula against the mean of the partial-wave results for the two signs at weak coupling, and the mobility integral against a direct sum over \(\mathbf k\)-space.

The screening itself is treated in a mean-field way, which assumes many carriers within a screening length. A sphere of radius \(1/q_0\) holds on average \(4\pi n/(3q_0^3)\) carriers, which is 9.4 at 300 K but only 1.8 at 100 K, so \(q_0\) is uncertain there. The logarithm softens the effect: doubling \(q_0^2\) at 100 K would lower \(G\) by about 12%.

Holding \(n=N\) fixed is also an assumption. Attractive impurities bind carriers with the hydrogenic energy \(m/2\varepsilon^2\), which is about \(0.55\,T\) at 100 K. A single-level estimate leaves about 6% of them neutral at 100 K and about 1% at 300 K. For repulsive impurities, neutrality requires opposite charges, which the model treats as a uniform background that neither scatters nor screens.

The collisions between carriers, left out of the model, matter more than any of these corrections when \(n=N\). They conserve the total momentum, but pass it from fast carriers to slow ones, which the impurities scatter more strongly. For \(Z=1\) and equal Coulomb logarithms they lower the mobility by roughly 40%. Phonons, also left out, lower the mobility of a real semiconductor further. Near room temperature and at such a low impurity density they usually set its value. The mobilities above are therefore those of the stated model, not predictions for a real sample.

## Computed results

```
effective mass 0.05 m_e, dielectric constant 12.0, Z = 1
n = N = 1.0e+15 cm^-3 = 1.48185e-10 bohr^-3
mobility unit: 1 a.u. = 0.042544 cm^2/(V s)
--- 100 K: k_B T = 3.166812e-04 hartree
screening length = 1428.5 bohr; T(dn/dmu)/n = 0.9935
b3 = 775.52; G(b3) = 5.6561
mobility, G at 3T: 8.7977e+06 a.u. = 3.7429e+05 cm^2/(V s)
mobility, full average: 8.6369e+06 a.u. = 3.6744e+05 cm^2/(V s)
full/approximate mobility = 0.9817
exponent: formula 1.1473, full 1.1505
at E=3T: k = 0.009747 bohr^-1, eta = 0.4275, k/q0 = 13.924
at E=3T: sigma_tr = 6.8358e+04 bohr^2, tau = 12249.6 fs
at E=3T: mean free path = 9.8721e+04 bohr, k*path = 962.2
exact/Born sigma_tr: attractive 0.9827, repulsive 0.8931
--- 200 K: k_B T = 6.333623e-04 hartree
screening length = 2020.3 bohr; T(dn/dmu)/n = 0.9977
b3 = 3102.08; G(b3) = 7.0405
mobility, G at 3T: 1.9991e+07 a.u. = 8.5049e+05 cm^2/(V s)
mobility, full average: 1.9667e+07 a.u. = 8.3671e+05 cm^2/(V s)
full/approximate mobility = 0.9838
exponent: formula 1.2161, full 1.2190
--- 300 K: k_B T = 9.500435e-04 hartree
screening length = 2474.3 bohr; T(dn/dmu)/n = 0.9987
b3 = 6979.69; G(b3) = 7.8510
mobility, G at 3T: 3.2934e+07 a.u. = 1.4011e+06 cm^2/(V s)
mobility, full average: 3.2436e+07 a.u. = 1.3800e+06 cm^2/(V s)
full/approximate mobility = 0.9849
exponent: formula 1.2453, full 1.2479
at E=3T: k = 0.016882 bohr^-1, eta = 0.2468, k/q0 = 41.772
at E=3T: sigma_tr = 1.0543e+04 bohr^2, tau = 45855.8 fs
at E=3T: mean free path = 6.4009e+05 bohr, k*path = 10806.2
exact/Born sigma_tr: attractive 0.9923, repulsive 0.9723
--- comparisons
mobility(300 K)/mobility(100 K): G at 3T 3.7435, full 3.7556
pure T^1.5 ratio = 5.1962; mean exponent, full = 1.2045
b3 needed for exponent 1.4 = 1.319e+09
temperature factor above 300 K for it = 434.7
formal cold-limit exponent at 0.05 K = -2.4995
full/approximate average: beta=1e-4 1.4998, beta=1e12 0.9947
weak coupling eta=0.05, k/q0=10: exact/Born, mean of signs = 0.99863
k-space drift/full mobility at 300 K = 0.999988
```
